# The s character of a silicon dangling bond from hyperfine couplings: verification in Python

```python
"""Hybridisation of a silicon dangling bond from its 29Si hyperfine couplings.

Result under test: for an on-atom orbital
    sqrt(eta) * [ sqrt(s) 3s + sqrt(1-s) 3p_z ]
the axial couplings A_par, A_perp give
    a = (A_par + 2 A_perp)/3 = eta s a0,
    b = (A_par - A_perp)/3   = eta (1-s) b0,
so s = (a/a0) / (a/a0 + b/b0), about 0.11 for 156 G and 91 G.
a0, b0: contact and dipolar couplings of full 3s and 3p electrons (gauss).
eta: total 3s + 3p weight on the atom; s: normalised s share.
Couplings in gauss are energies divided by g mu_B; signs are relative to a0.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from pyscf import gto, scf


def invert(par, perp, contact_atom, dipole_atom):
    """Return a, b, s weight, p weight, eta and normalised s share."""
    iso = (par + 2 * perp) / 3
    aniso = (par - perp) / 3
    ws, wp = iso / contact_atom, aniso / dipole_atom
    return iso, aniso, ws, wp, ws + wp, ws / (ws + wp)


# Inputs of the exercise
A_par, A_perp = 156.0, 91.0
a0, b0 = 1639.0, 40.7
a, b, w_s, w_p, eta, s = invert(A_par, A_perp, a0, b0)
assert 0.105 < s < 0.12 and eta < 1

# Opposite relative sign would need more than one electron in 3p
a_opp, b_opp, ws_opp, wp_opp, _, _ = invert(A_par, -A_perp, a0, b0)
assert abs(wp_opp) > 1

# Free silicon atom, triplet ground state, uncontracted even-tempered basis
basis = [[0, [0.05 * 2.2**k, 1.0]] for k in range(25)]
basis += [[1, [0.04 * 2.2**k, 1.0]] for k in range(15)]
atom = gto.M(atom="Si 0 0 0", basis={"Si": basis}, spin=2, verbose=0)
rohf = scf.ROHF(atom)
rohf.conv_tol = 1e-10
rohf.max_cycle = 150
rohf.kernel()
assert rohf.converged
dm_total = np.asarray(rohf.make_rdm1()).sum(axis=0)
kinetic = np.einsum("ij,ji", atom.intor("int1e_kin"), dm_total)
virial = -(rohf.e_tot - kinetic) / kinetic
assert abs(virial - 2) < 1e-3

# Radial functions of 3s and 3p on a logarithmic grid (bohr)
log_r = np.linspace(np.log(1e-6), np.log(40.0), 4001)
r = np.exp(log_r)
closed = np.where(rohf.mo_occ > 1.5)[0]
i_3s = closed[np.argmax(np.asarray(rohf.mo_energy)[closed])]
i_3p = np.where(np.abs(rohf.mo_occ - 1) < 0.1)[0][0]
on_axes = np.array([
    atom.eval_gto("GTOval_sph", np.outer(r, axis)) @ rohf.mo_coeff
    for axis in np.eye(3)])
R_s = on_axes[2, :, i_3s] * np.sqrt(4 * np.pi)
p_values = on_axes[:, :, i_3p]
k_ref = np.argmin(abs(r - 2.0))
direction = p_values[:, k_ref] / np.linalg.norm(p_values[:, k_ref])
R_p = direction @ p_values / np.sqrt(3 / (4 * np.pi))
for radial in (R_s, R_p):
    assert abs(simpson(radial**2 * r**3, x=log_r) - 1) < 1e-4

ao_origin = atom.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
density_3s = (ao_origin @ rohf.mo_coeff[:, i_3s])**2
inv_r3 = simpson(R_p**2, x=log_r)

# K = (mu0/4pi) |g_n| mu_N / bohr^3, in gauss
g_n = 1.11
mu_N = const.physical_constants["nuclear magneton"][0]
bohr = const.physical_constants["Bohr radius"][0]
K = const.mu_0 / (4 * np.pi) * g_n * mu_N / bohr**3 * 1e4
a0_hf = 8 * np.pi / 3 * K * density_3s
b0_hf = 2 / 5 * K * inv_r3

# Forward test: integrate the hyperfine tensor of an explicit hybrid
s_test, eta_test = 0.17, 0.73
mu, w_mu = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(8) / 8
cos_t, ph = np.meshgrid(mu, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
weights = np.outer(w_mu, np.full(8, 2 * np.pi / 8))
normal = np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])
hybrid = np.sqrt(eta_test) * (
    np.sqrt(s_test / (4 * np.pi)) * R_s[:, None, None]
    + np.sqrt((1 - s_test) * 3 / (4 * np.pi))
    * R_p[:, None, None] * cos_t)
dipolar = np.empty((3, 3))
for i, j in itertools.product(range(3), repeat=2):
    angular = weights * (3 * normal[i] * normal[j] - (i == j))
    shell = np.einsum("rtp,tp->r", hybrid**2, angular)
    dipolar[i, j] = K * simpson(shell, x=log_r)
inner_density = np.sum(weights * hybrid[0]**2) / (4 * np.pi)
tensor = dipolar + np.eye(3) * 8 * np.pi / 3 * K * inner_density
assert np.max(abs(tensor - np.diag(np.diag(tensor)))) < 1e-6
assert abs(tensor[0, 0] - tensor[1, 1]) < 1e-6
recovered = invert(tensor[2, 2], tensor[0, 0], a0_hf, b0_hf)
assert abs(recovered[5] - s_test) < 1e-3
assert abs(recovered[4] - eta_test) < 1e-3

# Independent atomic couplings: the share s should be nearly unchanged
res_hf = invert(A_par, A_perp, a0_hf, b0_hf)
assert abs(res_hf[5] - s) < 0.03

# Angles between orthonormal hybrids with threefold symmetry
t = (1 - s) / 3
cos_alpha = -np.sqrt(s * t / ((1 - s) * (1 - t)))
alpha = np.arccos(cos_alpha)
beta = np.arccos(-t / (1 - t))
hybrids = [[np.sqrt(s), 0, 0, np.sqrt(1 - s)]]
for azimuth in 2 * np.pi * np.arange(3) / 3:
    unit = np.array([np.sin(alpha) * np.cos(azimuth),
                     np.sin(alpha) * np.sin(azimuth), np.cos(alpha)])
    hybrids.append([np.sqrt(t), *(np.sqrt(1 - t) * unit)])
hybrids = np.array(hybrids)
assert np.allclose(hybrids @ hybrids.T, np.eye(4), atol=1e-12)
u1, u2 = hybrids[1, 1:], hybrids[2, 1:]
angle_direct = np.arccos(u1 @ u2 / np.linalg.norm(u1) / np.linalg.norm(u2))
assert abs(angle_direct - beta) < 1e-12
tetrahedral = np.arccos(-1 / 3)
assert alpha < tetrahedral < beta

# Reading error of the two couplings
reading_error = 5.0
s_range = [invert(A_par + i * reading_error, A_perp + j * reading_error,
                  a0, b0)[5] for i in (-1, 1) for j in (-1, 1)]

# Core polarisation from the unrestricted atom, per unpaired 3p electron
uhf = scf.UHF(atom)
uhf.conv_tol = 1e-10
uhf.max_cycle = 150
uhf.kernel()
assert uhf.converged and uhf.e_tot <= rohf.e_tot + 1e-7
dm_up, dm_down = uhf.make_rdm1()
spin_origin = ao_origin @ (dm_up - dm_down) @ ao_origin / 2
core_shift = 8 * np.pi / 3 * K * spin_origin * w_p
ws_core = (a - core_shift) / a0
s_core = ws_core / (ws_core + w_p)

# Orbital hyperfine coupling and spin on a neighbouring atom
delta_g = 0.006
orbital_shift = 2.5 * b * delta_g
bond_nm = 0.235
neighbour = K * (1 - eta) * (bohr / (bond_nm * 1e-9))**3
assert max(orbital_shift, neighbour) < 0.05 * b

print(f"input A_par, A_perp: {A_par:.0f}, {A_perp:.0f} G")
print(f"input atomic a0, b0: {a0:.0f}, {b0:.1f} G")
print(f"isotropic a: {a:.2f} G")
print(f"anisotropic b: {b:.2f} G")
print(f"s weight a/a0: {w_s:.4f}")
print(f"p weight b/b0: {w_p:.4f}")
print(f"on-atom weight eta: {eta:.4f}")
print(f"normalised s share: {100*s:.2f} percent")
print(f"normalised p share: {100*(1-s):.2f} percent")
print(f"ratio x = a/b: {a/b:.3f}")
print(f"ratio R = a0/b0: {a0/b0:.2f}")
print(f"opposite signs, a and b: {a_opp:.2f}, {b_opp:.2f} G")
print(f"opposite signs, s and p weights: {ws_opp:.4f}, {wp_opp:.3f}")
print(f"sp3 contact coupling at same eta: {0.25*eta*a0:.1f} G")
print(f"s share of each back hybrid: {100*t:.2f} percent")
print(f"dangling-to-back hybrid angle: {np.degrees(alpha):.2f} deg")
print(f"back-to-back hybrid angle: {np.degrees(beta):.2f} deg")
print(f"tetrahedral angle: {np.degrees(tetrahedral):.2f} deg")
print(f"chosen reading error: {reading_error:.0f} G")
print(f"s share range: {100*min(s_range):.1f} to "
      f"{100*max(s_range):.1f} percent")
print(f"ROHF atom energy: {rohf.e_tot:.5f} hartree")
print(f"ROHF virial ratio -V/T: {virial:.6f}")
print(f"ROHF 3s density at nucleus: {density_3s:.3f} bohr^-3")
print(f"ROHF 3p mean r^-3: {inv_r3:.3f} bohr^-3")
print(f"rough nuclear g magnitude: {g_n:.2f}")
print(f"coupling constant K: {K:.2f} G bohr^3")
print(f"ROHF a0, b0: {a0_hf:.0f}, {b0_hf:.2f} G")
print(f"ROHF ratio a0/b0: {a0_hf/b0_hf:.2f}")
print(f"eta with ROHF couplings: {res_hf[4]:.3f}")
print(f"s share with ROHF couplings: {100*res_hf[5]:.2f} percent")
print(f"forward test, s put in and recovered: {s_test:.4f}, "
      f"{recovered[5]:.4f}")
print(f"forward test, eta put in and recovered: {eta_test:.4f}, "
      f"{recovered[4]:.4f}")
print(f"UHF core spin density per 3p electron: {spin_origin:.4f} bohr^-3")
print(f"core-polarisation part of a: {core_shift:.2f} G")
print(f"s share after core correction: {100*s_core:.2f} percent")
print(f"rough g shift: {delta_g:.3f}")
print(f"orbital hyperfine size: {orbital_shift:.2f} G")
print(f"rough bond length: {bond_nm:.3f} nm")
print(f"neighbour-spin dipolar size: {neighbour:.2f} G")
print("done: every assertion held")
```

Running it gives:

```
input A_par, A_perp: 156, 91 G
input atomic a0, b0: 1639, 40.7 G
isotropic a: 112.67 G
anisotropic b: 21.67 G
s weight a/a0: 0.0687
p weight b/b0: 0.5324
on-atom weight eta: 0.6011
normalised s share: 11.44 percent
normalised p share: 88.56 percent
ratio x = a/b: 5.200
ratio R = a0/b0: 40.27
opposite signs, a and b: -8.67, 82.33 G
opposite signs, s and p weights: -0.0053, 2.023
sp3 contact coupling at same eta: 246.3 G
s share of each back hybrid: 29.52 percent
dangling-to-back hybrid angle: 103.45 deg
back-to-back hybrid angle: 114.76 deg
tetrahedral angle: 109.47 deg
chosen reading error: 5 G
s share range: 9.9 to 13.4 percent
ROHF atom energy: -288.85437 hartree
ROHF virial ratio -V/T: 2.000000
ROHF 3s density at nucleus: 3.804 bohr^-3
ROHF 3p mean r^-3: 2.042 bohr^-3
rough nuclear g magnitude: 1.11
coupling constant K: 37.83 G bohr^3
ROHF a0, b0: 1206, 30.90 G
ROHF ratio a0/b0: 39.03
eta with ROHF couplings: 0.795
s share with ROHF couplings: 11.76 percent
forward test, s put in and recovered: 0.1700, 0.1700
forward test, eta put in and recovered: 0.7300, 0.7300
UHF core spin density per 3p electron: -0.0770 bohr^-3
core-polarisation part of a: -12.99 G
s share after core correction: 12.59 percent
rough g shift: 0.006
orbital hyperfine size: 0.33 G
rough bond length: 0.235 nm
neighbour-spin dipolar size: 0.17 G
done: every assertion held
```
